# Erosion of a polished oxide-nitride array after oxide clearing

## The situation

In shallow-trench isolation, oxide fills trenches between areas protected by nitride, and polishing removes the excess oxide. Once the oxide over the nitride has cleared, the pad touches two materials at once. The slurry removes oxide much faster than nitride, so the trenches sink and the nitride begins to stand proud. The pad then presses harder on the nitride and more lightly on the oxide. Polishing continues for some time, because other parts of the wafer clear later. How much nitride is lost meanwhile, and how does the loss depend on pattern density?

The answer has two parts. The first relates nitride loss to trench depth and needs no model of the pad. The second gives the trench depth, and there the contact area enters.

## Definitions and assumptions

The array consists of parallel lines with pitch $L$. Nitride occupies the area fraction $\rho$ and oxide the fraction $1-\rho$. Time $t$ starts at clearing.

- $E(t)$ is the nitride thickness lost, called the erosion. $O(t)$ is the oxide thickness lost in the trenches.
- $d$ is the mean nitride height minus the mean oxide height, called the dishing. It starts at $d_0$, so $d=d_0+O-E$.
- $P_n$ and $P_o$ are the mean pressures on the nitride and oxide areas. Each is a force divided by the full area of that material, touched or not.
- $P_0$ is the mean pressure on the array, taken as constant.
- $r_{ox}$ and $r_n$ are the removal rates of unpatterned films at $P_0$. The selectivity is $S=r_{ox}/r_n>1$.

Removal follows Preston's law: at fixed sliding speed, the rate is proportional to pressure. Hence

$$\dot E=r_n\frac{P_n}{P_0},\qquad \dot O=r_{ox}\frac{P_o}{P_0}.\tag{1}$$

## Erosion from force balance

The two materials together carry the whole load:

$$\rho P_n+(1-\rho)P_o=P_0.\tag{2}$$

Equation (1) gives $P_n/P_0=\dot E/r_n$ and $P_o/P_0=\dot O/r_{ox}$. Dividing (2) by $P_0$ and inserting these,

$$\rho\frac{\dot E}{r_n}+(1-\rho)\frac{\dot O}{r_{ox}}=1.$$

The coefficients are constant, so this integrates at once. With $O=E+d-d_0$,

$$\rho\frac{E}{r_n}+(1-\rho)\frac{E+d-d_0}{r_{ox}}=t.$$

Multiply by $r_{ox}$, use $r_{ox}/r_n=S$, and collect the terms in $E$:

$$\left[\rho S+1-\rho\right]E+(1-\rho)(d-d_0)=r_{ox}t.$$

With the abbreviation $M=1-\rho+\rho S$,

$$\boxed{E(t)=\frac{r_{ox}t-(1-\rho)\,[d(t)-d_0]}{M}}\tag{3}$$

No statement about how the pad divides the load between the materials was used. Pad stiffness, roughness and line width act on $E$ through $d(t)$ alone. The minus sign has a simple meaning: polishing work spent on deepening the trenches has not been spent on nitride.

As a check with a sharing law unrelated to the one derived below, take $P_n/P_o=\exp(d/40\ \text{nm})$ and $d_0=10$ nm. Integrating (1) numerically for 45 s, with the rates of the worked example and densities 0.3, 0.5 and 0.7, reproduces (3) to within 0.001 nm.

## The steady rate and the rule $r_n/\rho$

If $d$ settles to a constant, both surfaces descend at the same speed. Setting $\dot E=\dot O$ in (1) gives $r_nP_n=r_{ox}P_o$, or $P_n=SP_o$. Equation (2) then becomes $(\rho S+1-\rho)P_o=P_0$, so

$$\frac{P_o}{P_0}=\frac1M,\qquad \frac{P_n}{P_0}=\frac SM,\qquad \dot E=\frac{r_{ox}}{M}.\tag{4}$$

Since $M/r_{ox}=\rho/r_n+(1-\rho)/r_{ox}$, the steady rate is the area-weighted harmonic mean of the two blanket rates.

A simpler estimate lets the nitride carry everything. Then $P_n=P_0/\rho$ and the rate is $r_n/\rho$. The ratio of the steady rate to this estimate is

$$\frac{r_{ox}/M}{r_n/\rho}=\frac{\rho S}{M}=\frac{\rho P_n}{P_0},$$

which is the nitride's share of the load. The estimate therefore holds in the steady state when $\rho S\gg1-\rho$. At low density it fails badly: as $\rho\to0$ at fixed $S$, $r_n/\rho$ diverges, while the rate (4) tends to $r_{ox}$. Sparse nitride gives the surrounding oxide no protection and descends with it. As $\rho\to1$ both expressions tend to $r_n$.

## Pressure in the real contact spots

To find $d(t)$ we need the pad. A polishing pad is rough and touches the wafer at the tips of its asperities. Let the tips have radius $R$ and heights distributed as $e^{-z/\lambda}$. If the mean plane of the pad stands at a gap $g$, a tip of height $z>g$ is compressed by $\delta=z-g$. Since $e^{-z/\lambda}=e^{-g/\lambda}e^{-\delta/\lambda}$, changing the gap changes the number of contacts but not the distribution of $\delta$.

Let $N$ be the number of contacts per unit area, and let $E^*$ be the plane-strain modulus of the pad, Young's modulus divided by $1-\nu^2$, with $\nu$ Poisson's ratio. Hertz's solution for one elastic, frictionless contact is

$$a^2=R\delta,\qquad p(r)=p_m\sqrt{1-r^2/a^2},\qquad p_m=\frac{2E^*}{\pi}\sqrt{\frac{\delta}{R}},$$

with total force $\tfrac43E^*\sqrt R\,\delta^{3/2}$. Average over the density $e^{-\delta/\lambda}/\lambda$. The mean of $\delta$ is $\lambda$, and that of $\delta^{3/2}$ is $\Gamma(5/2)\lambda^{3/2}=\tfrac34\sqrt\pi\,\lambda^{3/2}$. The force per unit area is thus $N\sqrt\pi E^*\sqrt R\,\lambda^{3/2}$ and the spot area per unit area is $N\pi R\lambda$. Their ratio is the mean pressure in the spots:

$$p_c=E^*\sqrt{\frac{\lambda}{\pi R}}.\tag{5}$$

It does not depend on load. The spots cover the fraction $P_0/p_c$ of the wafer, and more load makes more spots.

The spread of pressure is also needed. Within one spot, $p(r)>p$ where $r^2/a^2<1-p^2/p_m^2$, an area

$$\pi R\delta\left(1-\frac{p^2}{p_m^2}\right)=\pi R(\delta-\delta_p),\qquad \delta_p=\frac{\pi^2Rp^2}{4E^{*2}},$$

provided $\delta>\delta_p$. Averaging over $\delta$ gives $\pi R\lambda e^{-\delta_p/\lambda}$. Dividing by the mean spot area $\pi R\lambda$, and using $E^{*2}\lambda/R=\pi p_c^2$ from (5),

$$\text{Prob}(\text{pressure}>p)=\exp\left(-\frac{\pi p^2}{4p_c^2}\right).\tag{6}$$

## Bending of the pad into the trenches

Assume that each spot is much wider than the pitch. Inside a spot the pad then meets many lines under a local mean pressure $p$, distributed according to (6). How far does it bend into the trenches?

Consider an elastic half-space $y>0$ under the surface pressure $p_q\cos qx$. The stresses

$$\sigma_{yy}=-p_q(1+qy)e^{-qy}\cos qx,\quad \sigma_{xx}=-p_q(1-qy)e^{-qy}\cos qx,$$
$$\sigma_{xy}=-p_q\,qy\,e^{-qy}\sin qx$$

satisfy equilibrium, as differentiation shows. They have no shear at $y=0$, and their sum $\sigma_{xx}+\sigma_{yy}=-2p_qe^{-qy}\cos qx$ is harmonic, as compatibility requires. In plane strain, with Young's modulus $Y$, the vertical strain is $\frac{1+\nu}{Y}[(1-\nu)\sigma_{yy}-\nu\sigma_{xx}]$. Integrate it over depth. Because $\int_0^\infty(1+qy)e^{-qy}dy=2/q$ and $\int_0^\infty(1-qy)e^{-qy}dy=0$, the surface is pushed in by

$$u=\frac{2(1-\nu^2)}{Y}\frac{p_q}{q}\cos qx=\frac{2p_q}{E^*q}\cos qx.\tag{7}$$

Now let the pressure be $p_n$ on each nitride line, $|x|<\rho L/2$, and $p_o$ on the oxide. With $\Delta=p_n-p_o$, its Fourier amplitudes at $q_n=2\pi n/L$ are $2\Delta\sin(n\pi\rho)/(n\pi)$. By (7) each is multiplied by $2/(E^*q_n)=L/(\pi nE^*)$. The mean of $\cos q_nx$ over a nitride line is $\sin(n\pi\rho)/(n\pi\rho)$, so the mean indentation over nitride is

$$\bar u_n=\frac{2L\Delta}{\pi^3\rho E^*}\sum_{n=1}^\infty\frac{\sin^2(n\pi\rho)}{n^3}.$$

The mean over a full period is zero, so $\bar u_o=-\rho\bar u_n/(1-\rho)$ and $\bar u_n-\bar u_o=\bar u_n/(1-\rho)$. If the pad touches everywhere in the spot, this difference equals $d$. Therefore

$$p_n-p_o=kd,\quad k=\frac{E^*}{cL},\quad c=\frac{2}{\pi^3\rho(1-\rho)}\sum_{n=1}^\infty\frac{\sin^2(n\pi\rho)}{n^3}.\tag{8}$$

A finer pitch makes the pad stiffer against the same dishing.

## Contact area and the sharing law

Within a spot, force balance reads $\rho p_n+(1-\rho)p_o=p$. Substituting $p_n=p_o+kd$ gives $p_o=p-\rho kd$. A pad cannot pull on the oxide, so this holds for $p>\rho kd$. At lower $p$ the trench floor is untouched, $p_o=0$ and $p_n=p/\rho$.

This treats the pressure as uniform on each material, which is an approximation: where the pad spans the trenches, the pressure varies across the nitride line. Its error is given with the worked example.

By (6), the part of the spot area where the pad reaches the oxide has the probability $\exp[-\pi(\rho kd)^2/4p_c^2]$. Defining

$$d_c=\frac{2p_c}{\sqrt\pi\,\rho k},\tag{9}$$

the touched fraction of the spot area is

$$A=\rho+(1-\rho)e^{-d^2/d_c^2}.$$

This is the density-dependent contact area. It falls from 1 on a flat surface towards $\rho$ for deep trenches.

The mean oxide pressure in the spots is the average of $\max(p-\rho kd,0)$. Integration by parts turns this into the integral of (6) from $\rho kd$ upward:

$$\int_{\rho kd}^\infty e^{-\pi p^2/4p_c^2}\,dp=p_c\,\text{erfc}\left(\frac{\sqrt\pi\,\rho kd}{2p_c}\right).$$

Multiplying by the spot fraction $P_0/p_c$ gives the nominal pressure on the oxide, and (2) then gives that on the nitride:

$$\frac{P_o}{P_0}=\text{erfc}\frac{d}{d_c},\qquad \frac{P_n}{P_0}=\frac1\rho\left[1-(1-\rho)\,\text{erfc}\frac{d}{d_c}\right].\tag{10}$$

## Growth and saturation of dishing

Write $f=\text{erfc}(d/d_c)$. From (1) and (10), with $r_n=r_{ox}/S$,

$$\dot d=\dot O-\dot E=r_{ox}f-\frac{r_{ox}}{\rho S}\left[1-(1-\rho)f\right]=\frac{r_{ox}}{\rho S}\left[Mf-1\right].\tag{11}$$

The bracket falls steadily as $d$ grows, so there is one steady state, and it is stable. It lies at $f=1/M$, in agreement with (4):

$$\boxed{d_{ss}=d_c\,\text{erfc}^{-1}\frac1M=\frac{2cL}{\pi\rho}\sqrt{\frac\lambda R}\;\text{erfc}^{-1}\frac1M}\tag{12}$$

The second form follows from (5), (8) and (9). The modulus has cancelled: a stiffer pad resists bending into the trenches, but its spots carry proportionally higher pressure. This requires the same modulus at the scale of the spot and at that of the lines, and a pad that stays elastic at the higher pressure.

Separating variables in (11) for a planar start gives the time to reach a dishing $d$:

$$t=\frac{\rho S}{r_{ox}}\int_0^d\frac{ds}{M\,\text{erfc}(s/d_c)-1}.\tag{13}$$

Near the steady state, $df/dd=-2e^{-d_{ss}^2/d_c^2}/(\sqrt\pi d_c)$. Linearizing (11) then gives exponential approach with the time constant

$$\tau=\frac{\sqrt\pi\,\rho S\,d_c}{2Mr_{ox}}\,e^{d_{ss}^2/d_c^2}.\tag{14}$$

## Limiting cases

**Short overpolish from a planar surface.** For small $d$, $f\approx1-2d/(\sqrt\pi d_c)=1-\rho kd/p_c$, so (10) gives $P_n/P_0\approx1+(1-\rho)kd/p_c$. Initially $d\approx(r_{ox}-r_n)t$. Integrating $\dot E=r_nP_n/P_0$,

$$E\approx r_nt+\frac{r_n(r_{ox}-r_n)(1-\rho)k}{2p_c}\,t^2.$$

To leading order the erosion is the blanket loss and does not depend on density. The density effect develops as the trenches deepen. The $t^2$ term rests on the assumption of uniform pressure on each material. In an elastic pad the pressure peaks at the sharp step edges, so at first this term underestimates the density effect. Later it overestimates it, because the dishing grows more slowly than assumed here. In the worked example below, the change comes after roughly 7, 5.5 and 4 s for densities 0.3, 0.5 and 0.7.

**Weak selectivity.** For $S-1\ll1$, $1/M\approx1-\rho(S-1)$ and $\text{erfc}^{-1}(1/M)\approx\tfrac12\sqrt\pi\,\rho(S-1)$. Then $d_{ss}\approx p_c(S-1)/k$: the steady pressure difference in the spots is simply $(S-1)p_c$.

**High selectivity.** For $M\gg1$, $\text{erfc}^{-1}(1/M)$ grows roughly as $\sqrt{\ln M}$. At fixed $r_{ox}$ and $\rho$, raising $S$ therefore lowers the steady erosion rate nearly as $1/S$, while the steady dishing rises slowly.

**Fine pitch.** At fixed density, selectivity and pad, $d_c$ is proportional to $L$. By (11) a smaller $d_c$ slows dishing at every depth, so less has accumulated after a given time. By (3) the erosion is then larger, approaching $r_{ox}t/M$ for $d_0=0$. Within this model, finer lines dish less but erode somewhat more in the same overpolish.

## Worked example

Take rough typical values: $P_0=21$ kPa, $r_{ox}=200$ nm/min $=3.333$ nm/s, $S=30$, $L=400$ nm, and 30 s of overpolish from a planar surface. For the pad, take $E^*=100$ MPa, $R=50$ µm and $\lambda=3$ µm. Equation (5) gives

$$p_c=100\sqrt{\frac{3}{50\pi}}\ \text{MPa}=13.8\ \text{MPa},$$

so the spots cover $0.021/13.8=0.15\,\%$ of the area.

At $\rho=0.5$, $M=0.5+0.5\times30=15.5$ and $c=0.2714$. Then $k=100/(0.2714\times400)=0.921$ MPa/nm, and

$$d_c=\frac{2\times13.82}{\sqrt\pi\times0.5\times0.921}\ \text{nm}=33.9\ \text{nm}.$$

Solving (13) for $t=30$ s gives $d=32.9$ nm. The blanket oxide removal in that time is 100 nm, so (3) yields

$$E=\frac{100-0.5\times32.9}{15.5}\ \text{nm}=5.4\ \text{nm}.$$

The steady dishing is 44 nm and the time constant (14) is 48 s, so the overpolish ends well before the steady state. The touched part of the spot area is 0.69 after 30 s and would fall to 0.59.

With all other inputs fixed, the three densities compare as follows.

| $\rho$ | $d$ at 30 s (nm) | $E$ at 30 s (nm) | $r_nt/\rho$ (nm) | steady rate (nm/min) |
|---|---|---|---|---|
| 0.3 | 40.8 | 7.4 | 11.1 | 20.6 |
| 0.5 | 32.9 | 5.4 | 6.7 | 12.9 |
| 0.7 | 24.5 | 4.3 | 4.8 | 9.4 |

The steady rates at densities 0.3 and 0.7 differ by a factor 2.2, but the erosions after 30 s by 1.7. Equation (3) shows why. At $\rho=0.3$ the dishing term saves $0.7\times40.8/9.7=2.9$ nm of nitride; at $\rho=0.7$ it saves $0.3\times24.5/21.3=0.3$ nm. The same term causes most of the excess of $r_nt/\rho$ at $\rho=0.3$, since the steady nitride load share there is already 0.93.

Direct time integration of both surfaces, summing pressures over individual Hertz spots, agrees with these dishing and erosion values to within 0.5 %. That test shares the assumption of uniform pressure on each material. A separate calculation drops it: it solves the contact problem at many spot pressures and wears the profile until each material descends rigidly. The steady dishing then lies between 2 and 10 % below (12), with the largest difference at density 0.7. Before the steady state the error is larger. Followed in time from a planar start, the same contact problem gives a dishing after 30 s that is about 6.5, 11 and 18.5 % below the table for densities 0.3, 0.5 and 0.7. The erosion is less sensitive: it rises by only 1.5 to 2.6 %, or about 0.1 nm at $\rho=0.5$. The touched fractions of the spot area fall by up to 0.04.

## Comparison with real polishing

The example describes a selective ceria slurry on a polyurethane pad, and its inputs are rough values, not a fit to one process. The assumption most open to doubt is Preston's law, because additives that protect the nitride can make removal nonlinear in pressure. If both rates varied as $P^{0.8}$, the steady condition would be $P_n=S^{1/0.8}P_o$, and the steady erosion rate at $\rho=0.5$ would fall by 11 %. A slurry with a pressure threshold could depart further.

Stiffening of the pad acts on the erosion only through the dishing. Polymers stiffen with frequency, and the pad meets the lines on a much shorter time scale than the spots. At a sliding speed of 1 m/s a tip crosses one pitch in 0.4 µs, but it stays pressed for some tenths of a second while it passes under the wafer. Over these nearly six decades, a trial rise of 10 % in modulus per decade would lower the steady dishing by about 40 %. The numerical output counts only the 1.8 decades between spot diameter and pitch, which gives 16 % and is too small an estimate. A change in the load of the array, by contrast, alters the erosion rate directly. After 30 s the mean surface of the array at $\rho=0.5$ has descended by $E+(1-\rho)d=22$ nm. If the surroundings had stayed at their initial height, the gap to the pad would be larger by this amount, and the load would fall by the fraction $1-e^{-22/3000}$, or 0.7 %. The spot radius is 12 µm, so the pitch is 3 % of it and the assumption of wide spots is sound here.

Yielding of the pad is less safely ignored. With a rough hardness of 40 MPa, only 0.14 % of the spot area exceeds it in mean pressure. Yielding under a tip begins earlier, however, at a peak pressure of roughly 0.6 to 0.8 of the hardness, and roughly 8 to 31 % of the spot area belongs to tips beyond that point. Where the pad spans the trenches, the lines moreover carry $p/\rho$, and at $\rho=0.5$ the hardness is reached at $p=20$ MPa. By (6), this concerns $\exp[-\tfrac{\pi}{4}(20/13.8)^2]\approx19\,\%$ of the spot area in the steady state. At $\rho=0.3$ the hardness is already reached at $p=12$ MPa, which concerns about 55 % of the spot area, so the elastic estimate of dishing is least certain at low density. These figures also depend strongly on the ratio of hardness to modulus, here 0.4. Since $p_c$ is proportional to $E^*$, a pad with $E^*=300$ MPa and the same hardness has $p_c=41$ MPa, and by (6) about half of the spot area lies above the hardness. The contact is then mainly plastic, and (5), (6) and (10) to (14) do not apply. Even in the example the strains are not small: the spot radius is a quarter of the tip radius, and in the steady state the lines inside the spots carry on average 0.2 to 0.4 of $E^*$, whereas Hertz's solution and (7) assume small strain. Abrasive particles of about 100 nm are also half as wide as the trench, and the model does not resolve how they transmit force. The dishing is therefore an estimate of size. The steady erosion rate in (4) is more secure, since it rests on force balance and Preston's law and not on the details of contact.

The values of the table and the worked example are in the numerical output. It does not include the time-dependent contact results or the yield estimates for tips and lines. Its steady contact solution uses a coarse grid, which gives a difference of 9 % at density 0.7 where a finer discretization gives about 10 %.

## Computed values

```
nominal pressure: 21 kPa
oxide blanket rate: 200 nm/min = 3.333 nm/s
selectivity S: 30
nitride blanket rate: 6.67 nm/min
pitch: 400 nm; overpolish: 30 s
pad modulus E*: 100 MPa
tip radius: 50 um; height decay length: 3 um
mean spot pressure p_c: 13.82 MPa
real contact fraction P0/p_c: 0.152 %
--- nitride density 0.3: M = 9.70, c = 0.2431
k = 1.0283 MPa/nm; d_c = 50.55 nm
after overpolish: dishing 40.78 nm, erosion 7.37 nm
after overpolish: P_o/P0 = 0.254, touched spot area 0.665
steady: dishing 58.26 nm, erosion rate 20.62 nm/min
steady: P_o/P0 = 0.1031, P_n/P0 = 3.093, nitride load share 0.928
steady touched spot area: 0.485
rule r_n*t/rho: 11.11 nm
steady dishing from full wear solution: 57.20 nm (-1.8 % vs formula)
--- nitride density 0.5: M = 15.50, c = 0.2714
k = 0.9212 MPa/nm; d_c = 33.85 nm
after overpolish: dishing 32.87 nm, erosion 5.39 nm
after overpolish: P_o/P0 = 0.170, touched spot area 0.695
steady: dishing 44.25 nm, erosion rate 12.90 nm/min
steady: P_o/P0 = 0.0645, P_n/P0 = 1.935, nitride load share 0.968
steady touched spot area: 0.591
rule r_n*t/rho: 6.67 nm
steady dishing from full wear solution: 42.25 nm (-4.5 % vs formula)
--- nitride density 0.7: M = 21.30, c = 0.2431
k = 1.0283 MPa/nm; d_c = 21.66 nm
after overpolish: dishing 24.54 nm, erosion 4.35 nm
after overpolish: P_o/P0 = 0.109, touched spot area 0.783
steady: dishing 30.43 nm, erosion rate 9.39 nm/min
steady: P_o/P0 = 0.0469, P_n/P0 = 1.408, nitride load share 0.986
steady touched spot area: 0.742
rule r_n*t/rho: 4.76 nm
steady dishing from full wear solution: 27.75 nm (-8.8 % vs formula)
--- density 0.5, further numbers and neglected effects
relaxation time of dishing: 48.1 s
erosion shift from closure error (steady): 0.06 nm
load lost by recess of the array: 0.72 %
spot radius: 12.2 um; pitch/spot radius: 0.033
spot area above rough hardness 40 MPa: 0.14 %
steady rate change if rate ~ P^0.8: -11.1 %
dishing change, pad 10 % stiffer per decade over 1.79 decades: -15.7 %
abrasive 100 nm / trench width: 0.50
```
